\section*{Where the octahedral d5 sextet and t2g5 doublet cross in energy}

\section*{Question}

I am working through the electronic structure of iron(III) precursors for vapour deposition, and an exercise on the octahedral $d^5$ ion has stopped me. It asks me to equate the strong-field energies of the sextet $t_{2g}^3e_g^2$ and the doublet $t_{2g}^5$, neglecting configuration interaction, and to show that they cross at a ligand-field splitting
\[
\Delta_c=7.5B+5C .
\]

I can see that the doublet gains $2\Delta$ by moving two electrons from $e_g$ to $t_{2g}$, and that it pays for this in electron repulsion. I cannot get the repulsion in terms of the Racah parameters without copying a table of integrals. I also have three doubts. Could a quartet become the ground state before the doublet does? How much does the neglected configuration interaction matter? And does the result say anything useful about a molecule such as Fe(acac)$_3$, tris(acetylacetonato)iron(III), whose bonds can change length when the spin changes?

\section*{Answer}

The repulsion needs only a few averages over a sphere, so no table is required. I use atomic units in the algebra and eV and angstrom for numbers.

\subsection*{The model and its integrals}

All five $d$ orbitals share one radial function $R(r)$. The octahedral field puts each $t_{2g}$ orbital ($xy,yz,xz$) at $-\tfrac25\Delta$ and each $e_g$ orbital ($z^2,x^2-y^2$) at $+\tfrac35\Delta$. The energy common to all $d^5$ states is dropped, and the geometry is held fixed for now.

For a single determinant, the repulsion energy is the sum of the Coulomb integrals $J$ over all electron pairs, minus the exchange integrals $K$ over pairs with parallel spins. Exchange vanishes for antiparallel spins because the spin functions are orthogonal.

Expanding $1/r_{12}$ in Legendre polynomials separates the radial factors
\[
F_k=\iint R^2(r_1)R^2(r_2)\frac{r_<^k}{r_>^{k+1}}r_1^2r_2^2\,dr_1dr_2 .
\]
A product of two $d$ functions contains only angular parts of degree 0, 2 and 4, so only $F_0,F_2,F_4$ enter. These are the unreduced Slater integrals, often written $F^k$; many tables use the subscripted symbols for the reduced values $F^2/49$ and $F^4/441$. The Racah parameters are
\[
A=F_0-\frac{F_4}{9},\quad B=\frac{F_2}{49}-\frac{5F_4}{441},\quad C=\frac{35F_4}{441},
\]
or, inverted,
\begin{equation}
F_0=A+\tfrac75C,\qquad F_2=49B+7C,\qquad F_4=\tfrac{63}{5}C. \label{inv}
\end{equation}

\subsection*{The sextet}

With all five spins up there is one determinant, with every $d$ orbital singly occupied. Since $J_{pp}=K_{pp}$, its repulsion can be written as an unrestricted double sum,
\[
E_{\rm rep}=\tfrac12\sum_{p,q}(J_{pq}-K_{pq}).
\]
The addition theorem for the angular functions $\phi_p$ is
\[
\sum_p\phi_p(1)\phi_p(2)=\frac{5}{4\pi}P_2(\cos\gamma),
\]
where $\gamma$ is the angle between the two directions. At $\gamma=0$ it says that the total density is spherical. Only $k=0$ then survives in the Coulomb sum, which is $25F_0$. The exchange sum contains the square of the theorem. The angular integration gives $4\pi\cdot2\pi\int_{-1}^1dx$, so
\[
\sum_{p,q}K_{pq}=25\sum_kF_k\,\frac12\int_{-1}^{1}P_2^2P_k\,dx .
\]
From $P_2^2=\frac15+\frac27P_2+\frac{18}{35}P_4$ and $\frac12\int P_k^2dx=1/(2k+1)$, the three averages are $\frac15,\frac2{35},\frac2{35}$. Hence
\begin{align}
E_{\rm rep}&=\tfrac12\left[25F_0-5F_0-\tfrac{10}{7}(F_2+F_4)\right]
=10F_0-\tfrac57(F_2+F_4)\nonumber\\
&=10A+14C-35B-5C-9C=10A-35B .
\end{align}
The ligand-field energy is $3(-\frac25\Delta)+2(\frac35\Delta)=0$, so
\begin{equation}
E({}^6A_{1g})=10A-35B. \label{six}
\end{equation}

\subsection*{The integrals inside $t_{2g}$}

Let $\langle\cdots\rangle$ be an average over the unit sphere. Write $4\pi\phi_p\phi_q=f_0+f_2+f_4$ for one product and $g_0+g_2+g_4$ for another, sorted by degree. Averaging $P_k(\cos\gamma)$ against $g$ returns $g_k/(2k+1)$, so the repulsion between them is
\begin{equation}
\sum_k\frac{F_k}{2k+1}\langle f_kg_k\rangle. \label{rule}
\end{equation}

The density of $xy$ is $f=15x^2y^2$. The polynomial
\[
h_4=x^2y^2-\tfrac17r^2(x^2+y^2)+\tfrac1{35}r^4
\]
has zero Laplacian: its three terms contribute $2(x^2+y^2)$, $-2(x^2+y^2)-\frac47r^2$ and $+\frac47r^2$. It is therefore the degree-4 part of $x^2y^2$. Setting $r=1$ gives
\[
f=1+\tfrac{15}{7}\left(\tfrac13-z^2\right)+f_4 .
\]
The density of $xz$, $g=15x^2z^2$, has the same form with $z^2$ replaced by $y^2$ in the bracket.

The averages needed are $\langle z^4\rangle=\frac15$, $\langle y^2z^2\rangle=\frac1{15}$, $\langle x^4y^4\rangle=\frac1{105}$ and $\langle x^4y^2z^2\rangle=\frac1{315}$. They follow from
\[
\langle x^{2a}y^{2b}z^{2c}\rangle=\frac{(2a-1)!!(2b-1)!!(2c-1)!!}{(2a+2b+2c+1)!!},
\]
which comes from evaluating a Gaussian integral in Cartesian and in spherical coordinates. Thus
\begin{align*}
\langle f_2^2\rangle&=\tfrac{225}{49}\left(\tfrac15-\tfrac19\right)=\tfrac{20}{49},&
\langle f_4^2\rangle&=\tfrac{225}{105}-1-\tfrac{20}{49}=\tfrac{36}{49},\\
\langle f_2g_2\rangle&=\tfrac{225}{49}\left(\tfrac1{15}-\tfrac19\right)=-\tfrac{10}{49},&
\langle f_4g_4\rangle&=\tfrac{225}{315}-1+\tfrac{10}{49}=-\tfrac4{49}.
\end{align*}
The degree-4 averages are what remains of $\langle f^2\rangle$ and $\langle fg\rangle$ after the lower degrees are subtracted.

For exchange the product is $15x^2yz$. It has no constant part, and its degree-2 part is $\frac{15}{7}yz$, because $x^2yz-\frac17r^2yz$ has zero Laplacian. The degree-2 average is $\frac{225}{49}\cdot\frac1{15}=\frac{15}{49}$, and the degree-4 average is $\frac57-\frac{15}{49}=\frac{20}{49}$. Rule (\ref{rule}) and the inversion (\ref{inv}) then give
\begin{align}
J(xy,xy)&=F_0+\tfrac4{49}F_2+\tfrac{36}{441}F_4=A+4B+3C,\nonumber\\
J(xy,xz)&=F_0-\tfrac2{49}F_2-\tfrac4{441}F_4=A-2B+C,\label{jk}\\
K(xy,xz)&=\tfrac3{49}F_2+\tfrac{20}{441}F_4=3B+C.\nonumber
\end{align}
Cubic symmetry makes these hold for every $t_{2g}$ orbital and every pair of them.

\subsection*{The doublet and the crossing}

In $t_{2g}^5$ two orbitals are full and one holds a single electron. Of the ten electron pairs, two share an orbital. The other eight lie in different orbitals: four between the two full orbitals, and two between each full orbital and the single electron. Parallel spins occur in $2+1+1=4$ of those eight. Therefore
\begin{align}
E_{\rm rep}&=2(A+4B+3C)+8(A-2B+C)-4(3B+C)\nonumber\\
&=10A-20B+10C .
\end{align}
The hole can sit in three orbitals with two spins, which gives six determinants. They do not mix with each other, since they differ in spin projection or in reflection symmetry, and they are the six states of ${}^2T_{2g}$. With five electrons at $-\frac25\Delta$,
\begin{equation}
E({}^2T_{2g})=10A-20B+10C-2\Delta. \label{two}
\end{equation}

Subtracting (\ref{six}) from (\ref{two}) gives
\begin{equation}
E({}^2T_{2g})-E({}^6A_{1g})=15B+10C-2\Delta. \label{gap}
\end{equation}
This vanishes at
\begin{equation}
\boxed{\Delta_c=\tfrac{15}{2}B+5C}
\end{equation}
The slope $-2$ shows that the sextet is lower for $\Delta<\Delta_c$ and the doublet for $\Delta>\Delta_c$. Both states have ten electron pairs, so $A$ cancels. Two electrons change level, so $\Delta_c$ is the repulsion cost per transferred electron.

\subsection*{Does a quartet get in between?}

Take the sextet determinant, remove the $x^2-y^2$ electron and add a spin-down electron in $xy$. Three unpaired spins remain, all up, so this is a quartet of $t_{2g}^4e_g$. A fourfold rotation about $z$ leaves it unchanged, which identifies it as a component of ${}^4T_{1g}$.

By rotational symmetry each electron of the half-filled shell has the same interaction with the other four. Summing over the five electrons counts each pair twice, so removing one electron takes away $\frac25(10A-35B)=4A-14B$.

The added electron has only Coulomb terms, with $xy,xz,yz$ and $z^2$. Over all five orbitals they would sum to $5F_0=5A+7C$, so $J(xy,x^2-y^2)$ must be subtracted. The $x^2-y^2$ density is the $xy$ density turned by $45^\circ$ about $z$, with the same degree-2 part. The full overlap average, using $\langle x^6y^2\rangle=\frac1{63}$, is
\[
\tfrac{225}{4}\left(\tfrac2{63}-\tfrac2{105}\right)=\tfrac57 .
\]
The degree-4 average is then $\frac57-1-\frac{20}{49}=-\frac{34}{49}$, and
\[
J(xy,x^2-y^2)=F_0+\tfrac4{49}F_2-\tfrac{34}{441}F_4=A+4B+C .
\]
The ligand-field energy is $4(-\frac25\Delta)+\frac35\Delta=-\Delta$. Altogether
\begin{align}
E({}^4T_{1g})&=(10A-35B)-(4A-14B)+(4A-4B+6C)-\Delta\nonumber\\
&=10A-25B+6C-\Delta .
\end{align}
At $\Delta_c$ this lies $10B+6C-\Delta_c=2.5B+C$ above the crossing, which is positive. As $\Delta$ grows, the quartet falls by $\Delta$ relative to the sextet and rises by $\Delta$ relative to the doublet. It is therefore above the sextet at every smaller $\Delta$ and above the doublet at every larger one, and never becomes the ground state. The other quartet of this configuration, ${}^4T_{2g}$, has the $e_g$ electron in $x^2-y^2$ instead. The subtracted integral is then $J(xy,z^2)=A-4B+C$, which follows from the sum $5F_0$, and the energy is $8B$ higher.

\subsection*{What configuration interaction changes}

The $d^5$ shell has one sextet, so (\ref{six}) is unaffected by mixing within the shell. The doublet can mix with other ${}^2T_{2g}$ states. Its single-configuration energy is an expectation value and hence an upper bound to the lowest doublet, so mixing can only move the crossing to smaller $\Delta$.

Take $B=0.08$ eV and $C=0.36$ eV. The simple formula gives
\[
\Delta_c=7.5(0.08)+5(0.36)=0.60+1.80=2.40\ \text{eV},
\]
the energy of a 517 nm photon. The quartet is $2.5(0.08)+0.36=0.56$ eV higher there. Diagonalizing the same Hamiltonian in all 252 $d^5$ determinants puts the crossing at 2.27 eV, so the simple value is about 6\% too high relative to the full $d^5$ result. The lowest quartet is then 0.63 eV above the crossing. In units of $B$, at this ratio $C/B=4.5$, the two crossings are at 30.0 and 28.4.

At the full crossing the doublet is still 95\% $t_{2g}^5$, with about 3\% $t_{2g}^4e_g$ and 2\% $t_{2g}^3e_g^2$. Each electron promoted to $e_g$ costs $\Delta$, so the slope of the true doublet energy is $-2+\sum_n n w_n$, where $w_n$ is the weight with $n$ electrons in $e_g$. These weights give $-1.93$. Because this is less steep than $-2$, the lowering by mixing grows as $\Delta$ falls: from 0.25 eV at the full crossing to 0.31 eV at $\Delta=1.6$ eV. Towards $\Delta=0$ the $t_{2g}$ and $e_g$ levels merge, and a single strong-field configuration is no longer a sound starting point.

\subsection*{A molecule like Fe(acac)$_3$}

The values of $B$ and $C$ above, with $\Delta=1.6$ eV, are rough choices for an iron(III) tris($\beta$-diketonate). Equation (\ref{gap}) puts the doublet $2(2.40-1.60)=1.60$ eV above the sextet, and the full $d^5$ calculation gives 1.29 eV. Both are vertical gaps, at the sextet geometry.

The fixed geometry is a serious restriction here. Let the six Fe--O bonds, of length $R=2.0$ angstrom and stiffness $k=10$ eV/angstrom$^2$ (also rough), each shorten by $q$. If $\Delta\propto R^{-5}$, then to first order $\Delta(q)=\Delta(1+5q/R)$. The sextet has no ligand-field energy and gains nothing. The $q$-dependent energy of the simple doublet is
\[
-\frac{10\Delta}{R}q+3kq^2,
\]
since six bonds each store $\frac12kq^2$. Setting the derivative to zero gives
\begin{align}
q&=\frac{5\Delta}{3kR}=\frac{8.0}{60}=0.13\ \text{angstrom},\\
\text{gain}&=\frac{25\Delta^2}{3kR^2}=\frac{64}{120}=0.53\ \text{eV}.
\end{align}
The simple gap falls from 1.60 to 1.07 eV. With $\Delta$ still measured at the sextet geometry, the relaxed crossing solves $4.8-2\Delta-\frac5{24}\Delta^2=0$ in eV, so $\Delta=4.8(\sqrt2-1)=1.99$ eV. With full mixing as well, the gap is 0.80 eV and the crossing 1.91 eV. The quartet, relaxed along the same symmetric mode, is still 0.81 eV above that crossing. Its single $e_g$ electron also favours a tetragonal distortion: in a $\sigma$-only version of the linear model, shortening only four bonds brings it down to about 0.72 eV, still well above. These numbers belong to the linear expansion, and $5q/R$ is about one third, which is large for it. The next term of $R^{-5}$ adds $-30\Delta q^2/R^2=-12q^2$ to the simple doublet energy (eV, with $q$ in angstrom). The bonds then shorten by 0.22 angstrom and the gain is 0.89 eV instead of 0.53 eV. With the unexpanded power law and harmonic bonds, the simple doublet has no minimum at all at $\Delta=1.6$ eV. The linear model therefore shows the direction of the shift, but not a reliable size. That would need calculated or measured bond lengths and a realistic, anharmonic bond energy.

Three smaller effects act on the doublet. The two electronic ones are estimated to first order, within $t_{2g}^5$ only. A trigonal field can also couple $t_{2g}$ to $e_g$. That coupling is left out here, although with configuration mixing it can change the trigonal shift substantially.
\begin{itemize}
\item \emph{Spin--orbit coupling.} Within $t_{2g}$ the orbital angular momentum acts as minus that of a $p$ shell: $l_z$ turns $yz$ into $-i\,xz$, whereas it turns $x$ into $+i\,y$. One electron therefore has levels $-\zeta/2$ and $+\zeta$. A full shell has zero spin--orbit energy, so a hole reverses the signs and the lowest level is $-\zeta=-0.05$ eV for the rough value $\zeta=0.05$ eV. In the full $d^5$ space, at the relaxed geometry, mixing with other configurations and with the quartets enlarges this lowering to about 0.07 eV.
\item \emph{Trigonal distortion.} A splitting $\delta=0.10$ eV with the single $a_1$ orbital on top places that orbital at $+2\delta/3$. Putting the hole there lowers the doublet by 0.07 eV. The sextet fills all three $t_{2g}$ orbitals equally and does not shift to first order.
\item \emph{Vibrations.} If 15 modes have 20\% higher frequencies in the doublet, classical oscillators at a source temperature of 420 K raise its free energy by $15k_{\rm B}T\ln1.2=15(0.0362)(0.182)=0.10$ eV. Since $k_{\rm B}T$ is only about 290 cm$^{-1}$, this classical value is a lower limit: quantum oscillators at 300 to 600 cm$^{-1}$ give 0.11 to 0.14 eV.
\end{itemize}
Simply adding these to the relaxed full-$d^5$ gap leaves about 0.78 eV. Within $t_{2g}^5$ the sum overstates the lowering, because the hole state that gains the full $\zeta$ is spread equally over the three $t_{2g}$ orbitals and cannot also gain the full $2\delta/3$. Both terms have six electronic states. Placing all six doublet states at the lowest level makes the degeneracies cancel, and overcounts the doublet by at most a factor of three. With these simplifications the doublet fraction comes out as $e^{-0.784/0.0362}\approx4\times10^{-10}$, and the two simplifications just described both push it upwards: treating spin--orbit coupling and the trigonal splitting together within $t_{2g}^5$ lowers the lowest level by 0.08 eV instead of 0.12 eV and gives a fraction near $5\times10^{-11}$. An error of 0.1 eV in the gap changes it about sixteenfold, and the relaxation energy is less certain than that. The number shows how such an estimate is put together and is not a prediction for the molecule.

Real Fe(acac)$_3$ is high spin, which agrees with the ground state found at fixed geometry and in the linear bond model; its Fe--O bond length, near 2.0 angstrom, was an input. The real molecule breaks the fixed-geometry assumption. In the linear estimate, that moves the full-$d^5$ crossing from 2.27 to 1.91 eV, more than configuration interaction moves the simple one. Covalency enters only through the chosen parameters, such as $B$, $C$ and $\Delta$. Different radial functions for $t_{2g}$ and $e_g$ would change the integrals themselves, and I have not estimated that. In the linear model, with $B$, $C$, $k$ and $R$ held at these values, the doublet competes once $\Delta$ at the sextet geometry reaches roughly 1.9 eV; stronger relaxation would lower that threshold. The inputs, and the results to more digits, are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Integrals as coefficients of (A, B, C):
 J(xy,xy): [1 4 3]
 J(xy,xz): [ 1 -2  1]
 J(xy,x2-y2): [1 4 1]
 K(xy,xz): [0 3 1]
d5 determinants: 252
Spatial states, doublet/quartet/sextet: 75 24 1
B: 0.080 eV
C: 0.360 eV
Delta of example: 1.600 eV
Crossing, single configurations: 2.400 eV
Same crossing as wavelength: 517 nm
Doublet above sextet, single configurations: 1.600 eV
Quartet above simple crossing, single configuration: 0.560 eV
Crossing, full d5: 2.273 eV
Simple crossing / B: 30.00
Full d5 crossing / B: 28.41
Doublet above sextet, full d5: 1.290 eV
Quartet above full d5 crossing: 0.630 eV
Doublet weight at full crossing, t2g5 eg0: 0.9521
Doublet weight at full crossing, t2g4 eg1: 0.0299
Doublet weight at full crossing, t2g3 eg2: 0.0175
Doublet weight at full crossing, t2g2 eg3: 0.0002
Doublet weight at full crossing, t2g1 eg4: 0.0002
Fe-O length: 2.00 angstrom
Stiffness per bond: 10.0 eV/angstrom^2
Bond shortening, single configuration: 0.133 angstrom
Relaxation gain, single configuration: 0.533 eV
Relaxed gap, single configuration: 1.067 eV
Relaxed crossing, single configurations: 1.988 eV
Bond shortening, full d5: 0.128 angstrom
Relaxed gap, full d5: 0.801 eV
Relaxed crossing, full d5: 1.906 eV
Relaxed quartet above that crossing: 0.808 eV
Spin-orbit constant: 0.050 eV
Spin-orbit shift of doublet: -0.050 eV
Trigonal t2g splitting: 0.100 eV
Trigonal shift of doublet: -0.067 eV
Source temperature: 420 K
Thermal energy kT: 0.0362 eV
Stiffened modes: 15
Frequency ratio doublet/sextet: 1.20
Vibrational free-energy shift of doublet: 0.099 eV
Estimated net gap with all shifts: 0.784 eV
Estimated doublet/sextet population: 3.9e-10
\end{verbatim}
